High-frequency tail of the electron-gas self-energy and divergent spectral moments

Anyone who computes the Green's function of the electron gas has to decide where to end the frequency grid and how many terms of the expansion G(z) = 1/z + M1/z² + M2/z³ + M3/z⁴ + … to fit or impose beyond it. With the bare Coulomb interaction the list ends at M2. The spectral function falls as ω^(−7/2), so M3 is infinite, a computed value of it measures the cutoff, and M2 approaches its limit as slowly as Λ^(−1/2) in the cutoff energy Λ. The statement concerns fixed momentum on the electron-addition side, and it changes for an electron of the occupied spin in a fully polarised gas. It is derived below in G0W0 and, for the tail of ImΣ, at second order with exchange; beyond that it rests on the power-counting estimate of section 7.

**1. Conventions and moments**

We take the non-relativistic three-dimensional gas at zero temperature, Hartree units, unit volume, v(q) = 4π/q² and ε_k = k²/2, with ω measured from the band bottom. The retarded self-energy has the spectral form

Σ(k,z) = Σ_∞ + ∫dω′ Γ(ω′)/(z − ω′),  Γ = −ImΣ/π ≥ 0,

and Dyson's equation G = 1/(z − ε_k − Σ) gives, where Γ > 0,

A(k,ω) = Γ/[(ω − ε_k − ReΣ)² + π²Γ²].

Since G(z) = ∫A/(z − ω′), the coefficient of z^(−m−1) is M_m = ∫ω^m A dω when that integral exists. Put W = ∫Γ and W1 = ∫ωΓ, so that formally Σ = Σ_∞ + W/z + W1/z². Then G = (1/z)(1 + s + s² + s³ + …) with s = (ε_k+Σ_∞)/z + W/z² + W1/z³, and collecting powers,

M0 = 1,  M1 = ε_k + Σ_∞,  M2 = M1² + W,  M3 = M1³ + 2M1W + W1.

M2 needs Γ to fall faster than 1/ω, and M3 needs it to fall faster than 1/ω².

**2. Second order in closed form**

An electron added with momentum k, spin σ and energy ω scatters off an electron p, σ′ into k − q and p + q. For σ′ = σ the amplitude is v₁ − v₂ with v₁ = v(q), v₂ = v(k − p − q), and each final pair is counted twice. Relabelling the two final electrons swaps v₁ and v₂, so ½(v₁ − v₂)² can be replaced by v₁(v₁ − v₂). With free occupations n_p,

ImΣ = −π Σ_{p,q,σ′} v₁[v₁ − δ_{σσ′}v₂] n_p(1 − n_{p+q})(1 − n_{k−q}) δ(ω + ε_p − ε_{p+q} − ε_{k−q}).

Let P = k + p and κ = (k − p)/2, and write the final momenta as P/2 ± Q. Then q = κ − Q and k − p − q = κ + Q. The final energy is P²/4 + Q², and ε_k + ε_p = P²/4 + κ², so the delta function fixes

Q² = Δ + κ²,  Δ = ω − ε_k.

Pauli factors. The smaller final momentum is at least Q − P/2, so nothing is blocked if Q ≥ k_F + P/2, which with Q² = ω + p²/2 − P²/4 reads ω ≥ k_F² + k_F P + P²/2 − p²/2. The right side grows with P. At P = k + p it is k_F² + k_F k + k²/2 + (k_F + k)p, largest at p = k_F:

ω₀ = (k + 2k_F)²/2.

At r_s = 2 and k = k_F/2, ω₀ = 2.877 Ha. The numerical output below confirms that the smallest final momentum at ω₀ equals k_F, and that at ω₀/2 blocking cuts the direct term to 0.79 of the unblocked formula. The on-shell point Δ = 0 lies below ω₀, so nothing here describes the lifetime of a fast quasiparticle.

Angles and phase space. With a = Q² + κ², b = 2Qκ and μ the cosine between Q and κ,

⟨|Q − κ|^(−4)⟩ = ½∫dμ (a − bμ)^(−2) = 1/(a² − b²) = 1/(Q² − κ²)² = Δ^(−2),

⟨|Q − κ|^(−2)|Q + κ|^(−2)⟩ = ½∫dμ (a² − b²μ²)^(−1) = artanh(b/a)/(ab) = artanh(κ/Q)/[Qκ(Q² + κ²)],

where the last step uses artanh[2x/(1+x²)] = 2 artanh x. The radial integral of the delta function is (4π/8π³)·Q²/(2Q) = Q/4π², and −π·(4π)²·Q/4π² = −4πQ. For ω ≥ ω₀ the direct term per spin and the exchange term are therefore

D = −4πΔ^(−2) Σ_p (Δ + κ²)^(1/2),  X = +4π Σ_p artanh(κ/Q)/[κ(Q² + κ²)],

with p running over one Fermi sphere. Both were tested against a four-dimensional quadrature of the golden rule in laboratory variables at 3.02, 20 and 400 Ha, to a relative 10⁻⁷.

**3. Leading term and first correction**

Expand in κ²/Δ. In D, (Δ + κ²)^(1/2) = Δ^(1/2)(1 + κ²/2Δ). In X, with x = κ/Q, the summand is Q^(−3)(1 + x²/3)/(1 + x²) ≈ Q^(−3)(1 − 2x²/3), and Q^(−3) = Δ^(−3/2)(1 − 3κ²/2Δ), which together give Δ^(−3/2)(1 − 13κ²/6Δ). The Fermi-sphere average is ⟨κ²⟩ = K²/4 with K² = k² + 3k_F²/5, because k·p averages to zero. For n_σ electrons per spin,

D = −4πn_σ Δ^(−3/2)[1 + K²/(8Δ)],  X = +4πn_σ Δ^(−3/2)[1 − 13K²/(24Δ)].

In the same-spin channel the leading terms cancel, and 1/8 + 13/24 = 2/3 leaves

D + X = −(8π/3) n_σ K² Δ^(−5/2).

On the scale of Q the incoming pair is at relative rest, an s-wave, which parallel spins cannot occupy; the remainder is proportional to κ², as a p-wave rate is. For the unpolarised gas, n_σ = n/2,

direct: 2D = −4πn Δ^(−3/2)[1 + K²/(8Δ)],

total: D + (D + X) = −2πn Δ^(−3/2)[1 + 19K²/(24Δ)],

with 19/24 = 1/8 + 2/3. Thus ImΣ → −Cω^(−3/2) with C = 4πn = ω_p² for the direct term and C = 4πn_{−σ} = 2πn with exchange. The power comes from v² ∝ Q^(−4), a density of final states ∝ Q, and Q² ≈ ω. An interaction falling as q^(−s) would give ω^(1/2−s) by the same count.

At ω = 400 Ha, k = k_F/2 and K² = 0.782673, the quadrature gives (ratio − 1)Δ = 0.09782 Ha for the direct term against K²/8 = 0.09783 Ha. The same-spin term is 0.99886 of its asymptote. The total is 1.001548 times −2πnΔ^(−3/2), to be compared with 1 + (19/24)(0.782673)/399.9 = 1.00155.

**4. G0W0: screening, W and the removal side**

With the RPA dielectric function ε and B(q,ν) = −Im ε^(−1)/π ≥ 0,

Σ_c(k,z) = Σ_q v(q)∫₀^∞dν B(q,ν)[(1 − n_{k−q})/(z − ε_{k−q} − ν) + n_{k−q}/(z − ε_{k−q} + ν)],

and Σ_∞ is the exchange energy, −2k_F/π at k = 0. This level has free G0, no shift of the chemical potential, no second-order exchange, vertex corrections or self-consistency.

Removal poles need |k − q| < k_F, so q and ν are bounded and Γ vanishes below a finite energy. At k = 0 the pair continuum gives q²/2 − (qk_F + q²/2) > −k_F² = −0.921 Ha, and the lowest pole on the numerical grid is −0.9116 Ha. Undamped plasmons exist for bounded q (up to 0.73 k_F at r_s = 2; the last grid point carrying one is 0.71 k_F), so they cannot reach large ω either. The tail is the pair continuum at q² ≈ Δ.

There, with ζ = q/2k_F, y = ν/(qk_F) − ζ in [−1,1] and α = 4k_F/(πq²), the Lindhard function gives

Im ε = απ(1 − y²)/(8ζ),  Re ε = 1 + α[g(2ζ + y) − g(y)]/(2ζ),

g(x) = x/2 + ¼(1 − x²) ln|(x+1)/(x−1)|.

Setting |ε|² = 1 in πB = Im ε/|ε|² reproduces 2D (tested to 10⁻⁸). To first order in α the screening factor is 1 + (α/ζ)[g(y) − 1/(6ζ)], using g(x) → 1/(3x) at large x. Inside the interval g(y) = y − Σ_{j≥1} y^(2j+1)/[(2j−1)(2j+1)], so |g| < 1 and the relative change is below about α/ζ = 8k_F²/(πΔ^(3/2)); this bound was tested. The value is smaller because g is odd. Energy conservation, Δ = q² + q(k_F y − kμ), gives q ≈ q₀ − (k_F y − kμ)/2 with q₀ = √Δ. The Jacobian dq/dy brings q/(2q₀) to this order and Im ε brings q^(−3), so the unscreened weight is q^(−2)(1 − y²); α/ζ adds q^(−3). Hence q^(−5) ≈ q₀^(−5)[1 + 5y/(4ζ₀)], the μ term averaging out. With the weight ¾(1 − y²), ⟨y^(2m)⟩ = 3/[(2m+1)(2m+3)], so

⟨y g⟩ = 1/5 − 3Σ_{j≥1} 1/[(2j−1)(2j+1)(2j+3)(2j+5)] = 1/5 − 3/90 = 1/6,

the sum telescoping to 1/(6·1·3·5). The relative change is

(α₀/ζ₀²)(5/24 − 4/24) = 2k_F³/(3πΔ²) = ω_p²/(2Δ²).

At k = k_F/2 and ω = 320 Ha this is 0.1875/319.9² = 1.83×10⁻⁶, the computed value; at 80 and 20 Ha it gives 2.94×10⁻⁵ and 4.74×10⁻⁴ against 2.90×10⁻⁵ and 4.51×10⁻⁴. Screening leaves both C and the K²/8Δ correction unchanged, so G0W0 has C = 4πn, twice the value with exchange.

In W the two occupation factors add to one. Using ∫B dν = v n S(q), with S the RPA structure factor, and Σ_q = ∫q²dq/2π²,

W = n Σ_q v² S(q) = 8n ∫₀^∞ S(q) q^(−2) dq,

independent of k. At large q, S → 1 and the integral converges. At small q the plasmon carries the f-sum ∫νB dν = ω_p²/2, so ∫B = ω_p/2 and S = q²/2ω_p, which also converges. In W1 each large q is weighted by its energy q², giving 8n∫dq = 8n q_max: linear in a momentum cutoff.

**5. The spectral function and cut-off moments**

At large ω, ReΣ = Σ_∞ + O(1/ω) and π²Γ² is of order ω^(−3), so the denominator of A is Δ²(1 − 2Σ_∞/Δ + …). In G0W0,

A = (C/π) Δ^(−7/2)[1 + β/Δ],  β = 2Σ_∞ + K²/8.

The integrand ω^m A falls as ω^(m−7/2), integrable for m < 5/2. As A ≥ 0, ∫|ω|^m A diverges for m ≥ 3 whatever the removal side does. At k = 0, integrating term by term,

∫_Λ^∞ A = (2C/5π)Λ^(−5/2)[1 + 5β/(7Λ)],

M2 − M2(Λ) = (2C/π)Λ^(−1/2)[1 + β/(3Λ)],

M3(Λ₂) − M3(Λ₁) = (2C/π)[Λ₂^(1/2) − Λ₁^(1/2) + β(Λ₁^(−1/2) − Λ₂^(−1/2))],

M4(Λ₂) − M4(Λ₁) ≈ (2C/3π)[Λ₂^(3/2) − Λ₁^(3/2)],

where M_m(Λ) is the moment cut at Λ. The slope 2C/π = 8n agrees with the momentum count of W1 at q_max = Λ^(1/2).

Moments and A need a screened direct term: with the bare interaction S is replaced by the free structure factor, which is linear in q at small q because only a shell of thickness ∝ q can be excited, so W = 8n∫S q^(−2)dq diverges logarithmically and ReΣ with it. "With exchange" therefore means X added to the screened direct term, whose tail screening alters only at relative order Δ^(−2). This sum is used here for the tail only. It does not keep Γ ≥ 0 at low energy, where screening reduces the direct term and X stays bare: at k = 0 and r_s = 2, Γ is negative at ω = 0.7 and 1.0 Ha. In a fully polarised gas an added electron of the empty spin has n_{−σ} = n and no exchange term, and keeps ω^(−3/2) with C = 4πn. For the occupied spin n_{−σ} = 0, and the tail with exchange is then D + X ∝ ω^(−5/2), A ∝ ω^(−9/2), the tail contribution to M3 converges and divergence starts at m = 4. G0W0 omits X and keeps ω^(−3/2) in that case too.

**6. What replaces M3 in the complex plane**

Subtract the 1/z term using 1/(z − ω′) − 1/z = ω′/[z(z − ω′)] and set z = −x:

Σ − Σ_∞ − W/z = ∫dω′ Γ ω′/[x(x + ω′)].

Inserting the tail, (C/πx)∫₀^∞ω′^(−1/2)(x + ω′)^(−1)dω′ = (C/πx)·πx^(−1/2) = Cx^(−3/2), while finite ω′ contributes O(x^(−2)). Continuing with the cut on the positive axis,

Σ(z) = Σ_∞ + W/z + C(−z)^(−3/2) + O(z^(−2)),

G(z) = 1/z + M1/z² + M2/z³ + C(−z)^(−3/2)/z² + O(z^(−4)).

For z = ω + i0, −z = ωe^(−iπ) and (−z)^(−3/2) = −iω^(−3/2), which returns ImΣ = −Cω^(−3/2) and adds nothing to ReΣ. For z = iξ, (−z)^(−3/2) = ξ^(−3/2)e^(3πi/4), so the real and imaginary parts of Σ(iξ) receive ∓Cξ^(−3/2)/√2. A fit on the imaginary axis needs this term after W/z. The remainders O(z^(−2)) and O(z^(−4)) assume that the next term of Γ falls faster than ω^(−2), as it does in G0W0 and at second order; the ω^(−1/2) correction estimated in section 7 would add (C/2)ω^(−2) to Γ and multiply both remainders by ln|z|. The form was tested on the model Γ = (1 + ω)^(−3/2), ω > 0, with W = 2 and C = π: at z = 10⁸i the deviation relative to the non-analytic term is 1.3×10⁻⁴, the size of |z|^(−1/2).

**7. Beyond second order: an estimate**

This section is power counting, not a proof. For exact eigenstates, A = Σ_f |⟨f|c†_k|0⟩|² δ(ω − E_f + E_0) on the addition side, and

⟨f|c†_{kσ}|0⟩ = ⟨f|[H, c†_{kσ}]|0⟩/(E_f − E_0),

[H, c†_{kσ}] = ε_k c†_{kσ} + Σ_{q,p,σ′} v(q) c†_{k−q,σ} c†_{p+q,σ′} c_{pσ′}.

Take f to be two fast plane waves ±Q times a state of the slow electrons. The amplitude is v(Q)/ω times a matrix element of c_p, closure over the slow states gives Σ_p⟨c†_p c_p⟩ = n_{−σ}, and the same-spin amplitude cancels as in section 3. Then A ≈ ω^(−2) n_{−σ}(16π²/ω²)(ω^(1/2)/4π²) = 4n_{−σ}ω^(−7/2), which is C = 4πn_{−σ} with no dependence on ground-state correlation.

The two fast electrons still repel. Their relative motion obeys −∇² + 1/r = Q², so with ρ = Qr the s-wave satisfies F″ + (1 − 2η/ρ)F = 0, η = 1/(2Q) ≈ 1/(2√ω). The amplitude ∫ψ*r^(−1)d³r becomes (4π/Q²)L(λ → 0), with L(λ) = ∫₀^∞F e^(−λρ)dρ and F of unit amplitude at infinity; for F = sin ρ, L = 1/(1 + λ²). Multiply the equation by ρ and transform. F″ goes to λ²L − C₀ with C₀ = F′(0), and a factor ρ goes to −d/dλ, so J = (1 + λ²)L obeys J′ = −2ηJ/(1 + λ²) with J → C₀ as λ → ∞:

L = C₀ exp[2η arctan(1/λ)]/(1 + λ²),  C₀² = 2πη/(e^(2πη) − 1),

C₀² being the Gamow factor. Integrating the wave equation numerically at η = 0.2, λ = 0.1 gives 1.260949 against 1.260950, which tests C₀ as well. For λ → 0, L² = C₀²e^(2πη), so

ImΣ ≈ −4πn_{−σ} ω^(−3/2) · 2πη/(1 − e^(−2πη)) ≈ −4πn_{−σ} ω^(−3/2)[1 + π/(2√ω)].

If the medium is modelled as cutting the integral off at r ~ 1/k_F, then λ ~ k_F/Q and the exponent changes by −2ηλ ~ k_F/ω. On this estimate the first correction in the full theory is of relative order ω^(−1/2), ahead of the 1/Δ terms, it raises the rate, and the exponents stand.

**8. Worked example: r_s = 2, k = 0**

Here n = 0.029842 bohr⁻³, k_F = 0.959579 bohr⁻¹, C = 0.375 Ha^(5/2) in G0W0 and 2C/π = 0.238732. From ω₀ = 2k_F² = 1.84158 Ha, K² = 0.3 × 1.84158 = 0.55247 and K²/8 = 0.06906 Ha. With M1 = −0.610887 Ha, β = −1.22177 + 0.06906 = −1.1527 Ha.

At ω = 100 Ha, ω^(−3/2) = 10⁻³. The G0W0 expansion gives −3.75×10⁻⁴ × (1 + 0.00069 + 0.00002) = −3.7527×10⁻⁴ Ha, and the quadrature −3.75266×10⁻⁴ Ha = −10.2 meV. With exchange, −1.875×10⁻⁴ × (1 + 0.00437) = −1.8832×10⁻⁴ Ha, against the computed −1.88318×10⁻⁴ Ha = −5.12 meV with the bare direct term (−1.88325×10⁻⁴ Ha with the screened one). With η = 0.05 the Coulomb factor is 1.165 (1.157 to first order), and the estimate of section 7 is −2.2×10⁻⁴ Ha. For A, with ReΣ taken as M1 + W/ω = −0.60716 Ha, G0W0 gives 1.1801×10⁻⁸ Ha⁻¹, which is 0.9886 of the leading 1.1937×10⁻⁸, while 1 + β/ω = 0.9885.

For the moments, Σ_c was discretised into real-axis poles up to q_max = 38.383 bohr⁻¹ (f-sum rule met to 6×10⁻⁷ relative at every grid q) and A obtained by diagonalising the matrix whose corner resolvent element is G. The pole set is complete below q_max² − q_max k_F ≈ 1436 Ha. W is 0.372917 Ha² both from the poles plus the remainder 8n/q_max and from S(q) on the imaginary axis, so √W = 0.611 Ha = 16.6 eV and M2 = 0.373183 + 0.372917 = 0.746100 Ha².

Λ (Ha)   M2(Λ)     M3(Λ)   M4(Λ)
20       0.693714  0.0917  6.86
80       0.719538  1.1300  55.52
320      0.732770  3.2501  451.74
1280     0.739428  7.5129  3635.69

The last digits of the table carry the error of the discretisation into poles. Integrating A with the continuous Γ of section 4 gives M2(20) = 0.693694 Ha², values of M3 lower by 3 to 4×10⁻⁴ Ha³ at every Λ, and M4(1280) − M4(320) = 3183.79 Ha⁴ in place of 3183.95. The leading laws were tested to 1.5 % of the predicted values, and the residuals can be read against β. The M2 deficit at 320 Ha is 0.0133301 against 0.0133455, a ratio of 0.99885, with 1 + β/960 = 0.99880. The increments of M3 are 1.04, 2.12 and 4.26, doubling for each factor of four in Λ. The last falls short of the leading 4.27058 by 0.00773, and the β term gives 0.238732 × 1.1527 × (0.055902 − 0.027951) = 0.00769. The weights in [160,320] and [320,640] Ha give an exponent 3.4959. An octave starting at Λ carries the factor 1 + (5/7)[(1 − 2^(−7/2))/(1 − 2^(−5/2))]β/Λ = 1 + 0.791β/Λ, so the exponent shifts by 0.791β(1/160 − 1/320)/ln 2 = −0.0041. The match with 3.4959 is good only to about 0.001: the computed weights 1.2062×10⁻⁷ and 2.1383×10⁻⁸ each lie 0.06 % below the β-corrected values 1.2069×10⁻⁷ and 2.1397×10⁻⁸, an offset that cancels in the ratio but would move the exponent by 0.0009 if it sat in one octave only. The weight in [320,1280] Ha is 0.32 % below the leading law where β accounts for 0.26 %; integrating A with the continuous Γ of section 4 gives this 0.26 % alone, so the remaining 0.06 % is an error of the discretisation.

A grid ending at 20 Ha misses 0.746100 − 0.693714 = 0.0524 Ha² of M2, 14 % of W, and reducing this to 1 % of W takes Λ = (0.238732/0.00373)² ≈ 4×10³ Ha. Adding the leading tail 0.238732/√20 = 0.0534 Ha² analytically leaves an error of 0.0010 Ha², 0.3 % of W, whose size and sign are those of the β/(3Λ) term. The C used for this must be that of the approximation being run: 4πn in G0W0, 2πn when the second-order exchange term X is added to it. In a basis truncated at q_max every moment is finite, and the G0W0 value of M3 grows as 8n q_max when the basis is enlarged.

Calculated quantities

```
rs = 2.0 bohr, n = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
eF = 0.460396 Ha, omega_p = 0.612372 Ha
C(G0W0) = 4 pi n = 0.375000, C(with exchange) = 2 pi n = 0.187500 Ha^(5/2)
k = kF/2 = 0.479790 bohr^-1, threshold w0 = 2.87748 Ha, k^2+3kF^2/5 = 0.782673 bohr^-2
smallest final momentum at w0 / kF = 1.000000000
blocked/unblocked direct term at w0/2 = 0.79
w =   3.0213 Ha: 2D = -7.818092e-02, X = 3.317785e-02, D+X = -5.9126e-03 Ha
w =  20.0000 Ha: 2D = -4.249820e-03, X = 2.070659e-03, D+X = -5.4251e-05 Ha
w = 400.0000 Ha: 2D = -4.690671e-05, X = 2.342280e-05, D+X = -3.0560e-08 Ha
w = 400 Ha: direct/asymptote = 1.000245, total/asymptote = 1.001548
(direct ratio - 1) Delta = 0.09782 Ha, predicted 0.09783 Ha
same-spin / p-wave asymptote = 0.99886
w =    20 Ha: G0W0/bare - 1 = 4.51e-04, bound 2.64e-02
w =    80 Ha: G0W0/bare - 1 = 2.90e-05, bound 3.28e-03
w =   320 Ha: G0W0/bare - 1 = 1.83e-06, bound 4.10e-04
Coulomb integral eta = 0.2, lambda = 0.1: ODE 1.260949, formula 1.260950
model: |(Sigma - W/z)/(C(-z)^-1.5) - 1| at z = 1e8 i: 1.3e-04
last grid q with a plasmon = 0.71 kF, worst f-sum error = 6.1e-07
W: imaginary axis 0.372917 Ha^2, real-axis poles 0.372917 Ha^2
lowest self-energy pole = -0.9116 Ha, qmax = 38.383 bohr^-1
k = 0: M1 = -0.610887 Ha, M2 = M1^2 + W = 0.746100 Ha^2
spectral width sqrt(W) = 0.61067 Ha = 16.617 eV
2C/pi = 0.238732 Ha^(5/2)
L =   20 Ha: M1 = -0.611745, M2 = 0.693714, M3 = 0.0917, M4 = 6.86 Ha^m
L =   80 Ha: M1 = -0.610996, M2 = 0.719538, M3 = 1.1300, M4 = 55.52 Ha^m
L =  320 Ha: M1 = -0.610900, M2 = 0.732770, M3 = 3.2501, M4 = 451.74 Ha^m
L = 1280 Ha: M1 = -0.610887, M2 = 0.739428, M3 = 7.5129, M4 = 3635.69 Ha^m
weights of A in [160,320], [320,640] Ha: 1.2062e-07, 2.1383e-08
tail exponent of A from these = 3.4959
weight in [320,1280]: computed 2.51707e-08, tail law 2.52510e-08
M2 - M2(320), Ha^2: computed 1.33301e-02, tail law 1.33455e-02
M3(320) - M3(80), Ha^3: computed 2.12011e+00, tail law 2.13529e+00
M3(1280) - M3(320), Ha^3: computed 4.26285e+00, tail law 4.27058e+00
M4(1280) - M4(320), Ha^4: computed 3.18394e+03, tail law 3.18870e+03
k = 0, w = 100 Ha = 2721.1 eV, threshold w0 = 1.84158 Ha
Im Sigma G0W0 = -3.75266e-04 Ha = -10.212 meV; -C w^-1.5 = -3.75000e-04 Ha
Im Sigma 2nd order with exchange = -1.88318e-04 Ha = -5.124 meV
eta = 0.0500, Coulomb factor = 1.1653, 1 + pi eta = 1.1571
estimate -2 pi n w^-1.5 x factor = -2.1849e-04 Ha
Re Sigma ~ M1 + W/w = -0.60716 Ha
A G0W0 = 1.1801e-08 1/Ha; (C/pi) w^-3.5 = 1.1937e-08 1/Ha
```
